# How the tuned range-separation parameter depends on system size, part 2

When a range-separated hybrid is tuned on ever longer conjugated chains, the range parameter \(\omega\) falls. What sets its tuned value \(\omega^*\), and must it vanish as \(1/L\)? Atomic units are used. Exchange is exact for \(\operatorname{erf}(\omega r)/r\) and semilocal for \(\operatorname{erfc}(\omega r)/r\).

The highest occupied orbital \(H\) has density \(n\), occupation \(f\) (0 cation, 1 neutral) and energy \(\varepsilon(f)\). Tuning demands \(\varepsilon(1)=-I\), with \(I\) the ionization energy. If the curvature \(\kappa=d\varepsilon/df\) hardly depends on \(f\), this means \(\kappa=0\). At \(f\to1^-\),
\[
\kappa=J_{SR}(\omega)+(n|f_{xc}^{\uparrow\uparrow}|n)-R,\qquad R=2\,\beta^{T}(\Delta+\mathcal K)^{-1}\beta .
\]
\(J\), \(J_{LR}\) and \(J_{SR}\) are self-repulsions of \(n\) with \(1/r\), \(\operatorname{erf}(\omega r)/r\) and \(\operatorname{erfc}(\omega r)/r\); \(f_{xc}\) is the semilocal kernel. In the relaxation term \(R\), \(\beta\) is the Fock-operator change from \(H\)'s occupation alone, \(\Delta\) holds the orbital-energy gaps, \(\mathcal K\) is the induced coupling, and the rotation amplitudes \(u\) obey \((\Delta+\mathcal K)u=-\beta\). With \(S=R-(n|f_{xc}^{\uparrow\uparrow}|n)\), the balance is \(J_{SR}(\omega^*)=S\). The small-\(\omega\) expansion, for \(\omega L\lesssim1\), gives \(\omega^*\approx\tfrac{\sqrt\pi}{2}\,\kappa(0)\).

The wire model has length \(L\), width \(b\), and envelope autocorrelation \(A\) with \(p=A(0)\): \(p=1\) for a uniform envelope, \(\tfrac32\) for \(\sin^2\). The local part of \(S\) is \(pg/L\); alone it gives \(\omega^*\to\omega_\infty\). In this model \(\omega^*\to0\) if and only if \(LS\) diverges.
\[
w_{SR}(x)=\frac{2}{\sqrt\pi}\int_\omega^\infty\frac{e^{-t^2x^2}}{1+t^2b^2}\,dt>0,\qquad LJ_{SR}=2\int_0^LA(x/L)\,w_{SR}(x)\,dx
\]
\[
\partial_\omega(LJ_{SR})=-\frac{4}{\sqrt\pi\,(1+\omega^2b^2)}\int_0^LA\,e^{-\omega^2x^2}dx<0
\]
\[
LJ_{SR}\le p\ln(1+1/\omega^2b^2),\qquad \omega^*\le1/\big(b\sqrt{e^{LS/p}-1}\big),\qquad \omega_\infty=\frac1{b\sqrt{e^{g}-1}}
\]
For the uniform envelope, with \(\gamma\) Euler's constant, \(LJ\to2\ln(2L/b)+\gamma-2\) and, for \(\omega L\gg1\),
\[
LJ_{SR}=\ln\!\Big(1+\frac1{\omega^2b^2}\Big)-\frac{2}{\sqrt\pi L}\Big[\frac1\omega-b\arctan\frac1{\omega b}\Big].
\]

Polarizability \(\alpha\) per length along the chain adds \(S_\parallel\) to \(S\). The tabulated example has \(b=2\) bohr, \(g=0.5\), \(\alpha=100\) bohr\(^2\) and a fixed \(\sin^2\) envelope: \(\omega^*\) is lowest at 60 bohr, then climbs back to \(\omega_\infty\). At 200 bohr, \(LS_\parallel=1.446\) hartree bohr. Below, \(\mathcal E\) denotes electric field.

**Q.** My samples are films and solutions. Does the surrounding medium change this?

**A.** It changes the limit, if the medium enters the tuning as a polarizable continuum that couples to the density and leaves the exchange interaction unscreened. For vertical ionization the dielectric constant is the electronic one, \(\epsilon\); let \(\eta=1-1/\epsilon\). A thin uniform line of unit charge from \(-L/2\) to \(L/2\) has the potential
\[
V=\frac1L\int_{-L/2}^{L/2}\frac{dx'}{\sqrt{(x-x')^2+\rho^2}}=\frac1L\ln\frac{r_1+x+L/2}{r_2+x-L/2},
\]
with \(r_1,r_2\) the distances to the left and right ends. Put \(r_1+r_2=\xi L\) and \(r_1-r_2=\zeta L\). Then \(r_1^2-r_2^2=2xL\) gives \(x=\xi\zeta L/2\). The numerator becomes \(\tfrac L2(\xi+1)(\zeta+1)\) and the denominator \(\tfrac L2(\xi-1)(\zeta+1)\), so \(V=\frac1L\ln\frac{\xi+1}{\xi-1}\). Spheroids with foci at the ends are equipotentials. Take one as the cavity wall, with semi-minor axis \(R_c\); at \(x=0\), \(\xi L/2=\sqrt{L^2/4+R_c^2}\), so \(\xi=\sqrt{1+4R_c^2/L^2}\). Let \(V_s\) be the value on the wall. The potential \(V/\epsilon\) outside and \(V-\eta V_s\) inside is continuous, since \(V_s/\epsilon=V_s-\eta V_s\), and the normal displacement \(\epsilon\,\partial_n(V/\epsilon)=\partial_nV\) is continuous too. It is therefore the solution. A charge \(\delta f\) gains the energy \(-\tfrac12\eta V_s\,\delta f^2\), which lowers the curvature by \(\eta V_s\). This is exact for a thin line. For the wire of width \(b\) it is a model, because the tips of the spheroid come close to the chain ends. With the local term,
\[
LS=\eta\ln\frac{\xi+1}{\xi-1}+g=\eta\ln\frac{(\xi+1)^2L^2}{4R_c^2}+g\;\to\;2\eta\ln\frac{L}{R_c}+g ,
\]
using \(\xi^2-1=4R_c^2/L^2\). This diverges, so \(\omega^*\to0\). For \(\omega b\ll1\) and \(\omega L\gg1\) the balance is \(-2\ln(\omega b)=LS\), and
\[
\omega^*\to b^{-1}e^{-g/2}\,(L/R_c)^{-\eta}.
\]
Here \(\omega^*L\propto L^{1/\epsilon}\) grows, so the assumption is consistent, and the decay is slower than \(1/L\) for any finite \(\epsilon\).

Take \(\epsilon=3\), \(R_c=6\) bohr and the uniform envelope. The roots are \(\omega^*=0.230\), 0.120, 0.0550, 0.0172 and 0.0038 bohr\(^{-1}\) at \(L=10\), 30, 100, 600 and 6000 bohr. At \(L=200\) bohr, \(\xi=\sqrt{1.0036}\), the argument of the logarithm is 1113.1, and \(LS=\tfrac23(7.0149)+0.5=5.1766\). The bound gives \(1/(2\sqrt{176.1})=0.0377\). The finite-length term shifts \(\ln\omega\) by half its size, \(-[1/\omega-b\arctan(1/\omega b)]/(\sqrt\pi L)=-(28.5-3.0)/354.5=-0.072\), which brings it to 0.03506, next to the root 0.03505 bohr\(^{-1}\). The approach to the power law is slow because this shift goes as \(-1/(\sqrt\pi\omega L)\). At \(L=10^7\) bohr it is \(-0.002\): the root is \(2.7645\times10^{-5}\) against \(2.7701\times10^{-5}\) bohr\(^{-1}\) from the law, and the slope between \(10^6\) and \(10^7\) bohr is \(-0.666\).

The physical reading is a mismatch: the Hartree tail is screened to \(1/(\epsilon r)\) while exchange cancels a full \(1/r\), and the only way to balance is to push the onset of exchange outward. In a screened range-separated hybrid the long-range exchange carries the weight \(1/\epsilon\). Then \(J-J_{LR}/\epsilon-\eta V_s=J_{SR}/\epsilon+\eta(J-V_s)\), and \(L(J-V_s)\to2\ln(2R_c/b)+\gamma-2\) is independent of \(L\), so the logarithmic drive toward zero is absent. A tuned value is not guaranteed, however. With the local term included, a long uniform chain has \(L\kappa\to\frac1\epsilon\ln(1+1/\omega^2b^2)+\eta\,[2\ln(2R_c/b)+\gamma-2]-g\), which vanishes at some \(\omega\) only if \(g\) exceeds the middle term. For the parameters used here that term is 1.44 against \(g=0.5\), so \(\kappa\) stays positive at every \(\omega\).

**Q.** Is \(\omega^*\propto1/L\) ever right?

**A.** Yes, for growth in three dimensions. Spread the orbital uniformly over a sphere of radius \(R_s\) with dielectric constant \(\epsilon\) inside and vacuum outside. The energy of unit charge is \(\tfrac12J=\frac1{8\pi}\int\mathcal E^2d^3r\), so \(J=\int\mathcal E^2r^2dr\). Inside, \(\mathcal E=r/R_s^3\) gives \(1/(5R_s)\); outside, \(\mathcal E=1/r^2\) gives \(1/R_s\). Gauss's law leaves the displacement unchanged by the dielectric, and the inside energy is divided by \(\epsilon\). So \(J=6/(5R_s)\) and \(S=\eta/(5R_s)\), both without a logarithm; local terms scale as \(R_s^{-3}\) and are dropped, which needs a large sphere. (For \(\epsilon=3\), a local term of \(5\int n^2d^3r\) hartree, the size found for the molecules below, would lower \(\omega^*\) by about 5% at \(R_s=10\) bohr and by less than 1% at 40 bohr.)

For \(J_{SR}\) one needs the distribution of pair distances \(y=r/R_s\). Two unit balls displaced by \(y\) overlap in two caps of height \(h=1-y/2\), with volume \(\tfrac{2\pi}3h^2(3-h)=\tfrac{4\pi}3\big(1-\tfrac34y+\tfrac1{16}y^3\big)\). Multiplying by \(4\pi y^2\) and dividing by the squared volume gives the density \(3y^2(1-\tfrac34y+\tfrac1{16}y^3)\), so with \(\sigma=\omega R_s\),
\[
R_sJ_{SR}=\int_0^2 3y\big(1-\tfrac34y+\tfrac1{16}y^3\big)\operatorname{erfc}(\sigma y)\,dy .
\]
This depends on \(\sigma\) alone and falls from \(6/5\) to 0, so the balance \(R_sJ_{SR}=\eta/5\) has one root \(\sigma^*\) and \(\omega^*=\sigma^*/R_s\) for every radius. When \(\operatorname{erfc}(2\sigma)\) is negligible the limit extends to infinity, and integration by parts gives \(\int_0^\infty y^m\operatorname{erfc}(\sigma y)\,dy=\Gamma(\tfrac m2+1)/[(m+1)\sqrt\pi\,\sigma^{m+1}]\). Thus \(R_sJ_{SR}=\frac3{4\sigma^2}-\frac3{4\sqrt\pi\sigma^3}+\frac3{40\sqrt\pi\sigma^5}\). For \(\epsilon=3\) the root is \(\sigma^*=2.024\), where the terms are \(0.1832-0.0511+0.0012=0.1333=\eta/5\). This means \(\omega^*=0.202\) bohr\(^{-1}\) at \(R_s=10\) bohr and 0.0506 bohr\(^{-1}\) at 40 bohr. The scaling comes from dimensional analysis, with \(\omega^*R_s\approx2\), outside the range of the small-\(\omega\) expansion.

**Q.** What do real molecules show?

**A.** Take ethylene, trans-butadiene and all-trans-hexatriene, planar, with C=C 1.34, C–C 1.46 and C–H 1.09 Å and all angles 120°. The functional is long-range-corrected LDA with PW92 correlation. Its short-range exchange per spin density \(\rho_\sigma\) is \(-\tfrac32(3/4\pi)^{1/3}\rho_\sigma^{4/3}\) times the factor \(4\int_0^\infty j_1(y)^2\operatorname{erfc}(\omega y/k_\sigma)\,dy/y\), with \(k_\sigma=(6\pi^2\rho_\sigma)^{1/3}\), which is the electron-gas exchange hole integrated against the erfc interaction. The basis is STO-3G, the grid a pruned one with 30 radial and 86 angular points per atom, and the cation is spin-unrestricted with the hole in the top \(\pi\) orbital. A secant search solves \(\varepsilon(1)+I=0\), and \((\Delta+\mathcal K)u=-\beta\) is solved by conjugate gradients. \(L\) is the distance between terminal carbons and \(P=\int n^2d^3r\). Energies are in hartree at \(\omega^*\), except \(\kappa(0)\), which is pure LDA.

| | ethylene | butadiene | hexatriene |
|---|---|---|---|
| \(L\) (bohr) | 2.532 | 6.873 | 11.405 |
| \(\omega^*\) (bohr\(^{-1}\)) | 0.563 | 0.458 | 0.395 |
| \(I\) | 0.3644 | 0.2968 | 0.2599 |
| \(J\) | 0.5074 | 0.3606 | 0.2967 |
| \(J_{SR}\) | 0.1204 | 0.0871 | 0.0732 |
| \((n\vert f_{xc}\vert n)\) | −0.0446 | −0.0273 | −0.0202 |
| \(R\) | 0.0729 | 0.0578 | 0.0504 |
| \(\kappa\) | 0.0030 | 0.0020 | 0.0026 |
| \(P\) (bohr\(^{-3}\)) | 0.02588 | 0.01519 | 0.01102 |
| \(\kappa(0)\) | 0.3819 | 0.2854 | 0.2369 |

The ionization energies are 9.92, 8.08 and 7.07 eV, and with 1 Å = 1.88973 bohr \(\omega^*\) runs from 1.06 to 0.75 Å\(^{-1}\). A minimal basis does not let the orbitals contract, so the trend is of interest and the absolute values are not predictions. The shift with basis is large. In 6-31G, \(\omega^*\) is 0.425 bohr\(^{-1}\) for ethylene and 0.357 bohr\(^{-1}\) for butadiene, 22 to 25% lower, and \(I\) is 10.90 and 9.27 eV. In cc-pVDZ ethylene gives 0.408 bohr\(^{-1}\) and 10.96 eV. The fall of \(\omega^*\) from ethylene to butadiene remains, and \(|\kappa|\) at \(\omega^*\) stays at or below 0.001 hartree.

For ethylene in pure LDA, \(\varepsilon(1)+I=-0.17271+0.36095=0.18824\) hartree, and \(\kappa/2=0.19094\) is 1.4% above it, so the \(f\)-weighted mean of the curvature, \(2\int_0^1 f\kappa\,df\), is close to its value at \(f\to1^-\). At \(\omega^*\), butadiene has \(\kappa=0.0871-0.0273-0.0578=0.0020\) hartree. In all three the residual is about 1% of \(\kappa(0)\), so tuning on \(I\) and setting \(\kappa(1^-)=0\) nearly coincide here.

The curvature does not follow \(1/L\): \(L\kappa(0)\) is 0.967, 1.962 and 2.702 hartree bohr, though these lengths are too close to the molecular width to display a logarithm. The estimate \((\sqrt\pi/2)\kappa(0)\) gives 0.338, 0.253 and 0.210 bohr\(^{-1}\), between 60% and 53% of \(\omega^*\), and \(\omega^*L\) is 1.4, 3.1 and 4.5.

A local term should scale with \(P\). The kernel term nearly does: its magnitude over \(P\) is 1.72, 1.80 and 1.83 hartree bohr\(^3\). The relaxation does not: \(R/P\) is 2.82, 3.81 and 4.57. In total \(S/P\) rises from 4.54 to 6.41, while \(S/J\) is nearly constant at 0.231, 0.236 and 0.238. With three molecules and a minimal basis, this near-constancy should not be read as a rule. In 6-31G \(S/J\) is 0.292 for ethylene and 0.278 for butadiene, while \(R/P\) rises from 5.04 to 6.16 and the kernel term from 2.13 to 2.19. Since \(S\approx J_{SR}\) at the tuned point, the rise of \(S/P\) is tied to the fall of \(\omega^*\) and is not independent proof of cause. What the split adds is that the rise sits almost wholly in \(R\), which supplies about 1.75 of the 1.87 hartree bohr\(^3\). The columns differ in \(\omega\) as well as in length. Ethylene evaluated at \(\omega=0.458\) and 0.395 bohr\(^{-1}\) has \(R/P=2.80\) and 2.79, against 3.81 for butadiene and 4.57 for hexatriene at the same values, so the rise in \(R/P\) is due to length. The kernel ratio of ethylene is 1.83 and 1.89 there, so its small rise across the table is due to \(\omega\). That the part due to length is the longitudinal polarization of the wire model is a conjecture, since \(R\) was not divided by direction. Three short chains say nothing about the limit.

**Q.** If I pushed the calculation to very long isolated chains, would I see \(\omega^*\) climb back?

**A.** Two things stand in the way. The first is conditioning. For \(\omega L\gg1\) the derivative found above becomes \(\partial_\omega J_{SR}\to-2p/[L\omega(1+\omega^2b^2)]\), because \(\int_0^\infty e^{-\omega^2x^2}dx=\sqrt\pi/(2\omega)\). For \(p=3/2\), \(\omega=0.3\) bohr\(^{-1}\) and \(b=2\) bohr the coefficient of \(1/L\) is \(-3/(0.3\times1.36)=-7.35\) hartree bohr\(^2\). At \(L=2000\) bohr a change of 0.01 bohr\(^{-1}\) moves \(J_{SR}\) by \(3.7\times10^{-5}\) hartree, about 1 meV. This is the true consequence of the \(1/L\) decay: the curvature becomes small for every fixed \(\omega\), so with a finite tolerance the tuning condition stops selecting a value.

The second is that the wire analysis used \(\kappa(1^-)=0\) with a fixed envelope. For \(f<1\), rotations between \(H\) and lower occupied orbitals \(i\) carry the weight \(1-f\). The amplitude is \(u=-\beta_{Hi}/(\varepsilon_H-\varepsilon_i)\) if the coupling \(\mathcal K\) is neglected, and the contribution to \(\kappa\) is \(-2(1-f)\beta_{Hi}^2/(\varepsilon_H-\varepsilon_i)\). At a band edge the spacing falls as \(1/L^2\). At a general fixed \(\omega\), \(\beta_{Hi}\) falls as \(1/L\), so this term need not be small next to \(1/L\), and the hole can change shape. At \(\omega_\infty\) of the local model the leading part of \(\beta_{Hi}\) cancels, because it is proportional to the integral of the net kernel defined below; the term is then negligible for long chains, and only a large rearrangement of the hole could matter. A scaling estimate shows when this happens, first in the local model. The hole envelope feels the net kernel \(U=w_{SR}-g\,\delta(x)\), whose integral over all \(x\) is \(\tilde U(0)=\ln(1+1/\omega^2b^2)-g\). For \(\omega>\omega_\infty\) it is negative. An envelope of size \(\ell\gg1/\omega\) then gains an energy of order \(|\tilde U(0)|/\ell\) and pays a kinetic energy of order \(1/(m\ell^2)\), with \(m\) the band mass, so it contracts to \(\ell\sim1/(m|\tilde U(0)|)\) once \(L\) exceeds that size. At \(\omega_\infty\) itself \(\tilde U(q)\approx-cq^2\) with \(c>0\), since each Gaussian in \(w_{SR}\) has a transform that decreases with \(|q|\); the gain, of order \(c/\ell^3\), loses to the kinetic cost at large \(\ell\), but a compact state of lower energy is not excluded.

Polarization along the chain can supply such a state. Put the hole in a \(\sin^2\) envelope of length \(\ell\) on a very long chain, at \(\omega_\infty\), and measure energies from the band edge. The kinetic energy is \(\pi^2/(2m\ell^2)\). The local part of the self-interaction is not positive, because \(\ell J_{SR}\le pg\) there, and polarizing the same stretch of chain lowers the energy by \(\tfrac12S_\parallel(\ell)\). The energy of a spread-out hole tends to zero, so the compact hole is lower if \(m>\pi^2/[\ell\cdot\ell S_\parallel(\ell)]\). The table entry at 200 bohr gives \(m>9.870/(200\times1.446)=0.034\) electron masses for \(\alpha=100\) bohr\(^2\).

This threshold is for \(\omega_\infty\); at a smaller tuned \(\omega\) the short-range repulsion \(J_{SR}\) is larger and opposes a compact hole. If the hole does self-trap at the tuned \(\omega\) of a given chain, \(\ell\) replaces \(L\) in the cation, and the wire-model table, which holds the envelope fixed, no longer applies to that chain. The return to \(\omega_\infty\) is then not established. Whether a given polymer shows the upturn, or traps its hole first, depends on \(m\), \(g\) and \(\alpha\).
